# Thomas-Fermi screening length of a metal beside a ferroelectric

## Problem

A metal has $g=1.8\times10^{28}$ electron states per eV per cubic metre at its Fermi level, both spins counted. It fills the half-space $x>0$ and touches a thick ferroelectric film whose polarization $P=20\ \mu\mathrm{C/cm^2}$ points toward the metal. This is a rough typical value for a ferroelectric oxide. An identical metal covers the far side of the film and is joined to the first by a wire.

(a) Estimate by scaling how deep a static electric field reaches into the metal.

(b) Solve for the potential in the metal and calculate the Thomas-Fermi screening length $L$.

(c) Find the potential drop inside the metal, and judge how far the answers can be trusted.

The ions are a fixed, uniform positive background. The mobile electrons are the only charge that responds, and the permittivity between them is $\varepsilon_0$. The elementary charge $e$ is positive, so an electron in a potential $\phi$ has potential energy $-e\phi$. Deep in the metal $\phi=0$.

## First estimate by scaling

The polarization ends at the interface and leaves a bound charge $+P$ per unit area there. The electrons must supply $-P$ per unit area to cancel it. Suppose they do so within a depth $\ell$.

The field at the surface is about $P/\varepsilon_0$, so the potential in the layer is about $\phi\sim P\ell/\varepsilon_0$. This lowers the energy of the electrons by $e\phi$, and states in an energy range $e\phi$ become filled. The extra electron density is about $g\,e\phi$, and the screening charge per unit area has the size $e\cdot g\,e\phi\cdot\ell$. Setting this equal to $P$ gives

$$e^2g\,\frac{P\ell}{\varepsilon_0}\,\ell\sim P \quad\Rightarrow\quad \ell\sim\sqrt{\frac{\varepsilon_0}{e^2g}} .$$

The polarization cancels: a larger charge makes a larger potential, which draws in proportionally more electrons.

Since $1\ \mathrm{eV}=e\times1\ \mathrm{V}$, one factor $e$ cancels when $g$ is given per eV, and $e^2g=e\times1.8\times10^{28}\ \mathrm{V^{-1}m^{-3}}$. With rounded values,

$$\ell\sim\sqrt{\frac{9\times10^{-12}}{1.6\times10^{-19}\times2\times10^{28}}}\ \mathrm{m}\approx0.05\ \mathrm{nm}.$$

The argument cannot supply a pure number in front of the root.

## Exact solution of the linear model

**Electron density.** In equilibrium the highest occupied level has the same total energy everywhere; otherwise electrons would flow. That total is the local kinetic Fermi energy minus $e\phi(x)$. Deep inside it equals $E_F$, so the local kinetic Fermi energy is $E_F+e\phi(x)$. If $e\phi$ is small enough for $g$ to be constant over this range, the extra electron density is

$$\delta n(x)=g\,e\phi(x).$$

This local rule also assumes that $\phi$ varies slowly on the scale of the electron wavelength.

**Poisson's equation.** The charge density is $\rho=-e\,\delta n=-e^2g\phi$. Then $\phi''=-\rho/\varepsilon_0$ becomes

$$\phi''=\frac{e^2g}{\varepsilon_0}\,\phi=\frac{\phi}{L^2},\qquad L=\sqrt{\frac{\varepsilon_0}{e^2g}} .$$

The general solution is $\phi=Ae^{-x/L}+Be^{x/L}$. The potential vanishes deep inside, so $B=0$.

**Surface condition.** The wire lets screening charge reach both faces of the film. If the film is also thick, its internal field is negligible beside $P/\varepsilon_0$, a condition made precise below. Thickness alone would not be enough: with no screening charge on its faces, the film would keep a field $-P/\varepsilon_0$ at any thickness. The displacement in the film is then $P$, and it is continuous across the interface. Just inside the metal the field is therefore $-\phi'(0)=P/\varepsilon_0$. Since $-\phi'(0)=A/L$,

$$\phi(x)=\frac{PL}{\varepsilon_0}\,e^{-x/L}.$$

The total screening charge per unit area confirms the balance:

$$\int_0^\infty\rho\,dx=-\frac{\varepsilon_0}{L^2}\cdot\frac{PL}{\varepsilon_0}\int_0^\infty e^{-x/L}dx=-P .$$

**Numbers.** First,

$$e^2g=1.6022\times10^{-19}\ \mathrm C\times1.8\times10^{28}\ \mathrm{V^{-1}m^{-3}}=2.884\times10^{9}\ \mathrm{C\,V^{-1}m^{-3}} .$$

A coulomb per volt is a farad, so dividing $\varepsilon_0$ in F/m by this leaves square metres:

$$L^2=\frac{8.854\times10^{-12}}{2.884\times10^{9}}\ \mathrm{m^2}=3.070\times10^{-21}\ \mathrm{m^2},$$

$$L=0.055\ \mathrm{nm}=0.55\ \text{Å}.$$

The surface field is $P/\varepsilon_0=226\ \mathrm{MV/cm}$, or $22.6\ \mathrm{V/nm}$. The potential drop in the metal is

$$\phi(0)=22.59\ \mathrm{V/nm}\times0.0554\ \mathrm{nm}=1.25\ \mathrm V .$$

**Why the drop matters in a thin film.** Let the film have thickness $d$ and identical electrodes on both sides, joined by a wire. Let $E_f$ be the field in the film and $P$ its total polarization. The displacement $D=\varepsilon_0E_f+P$ is the same throughout the film and at both metal surfaces, so each electrode contributes a drop $DL/\varepsilon_0$. The wire makes the total drop zero:

$$E_fd+\frac{2L}{\varepsilon_0}(\varepsilon_0E_f+P)=0\quad\Rightarrow\quad E_f=-\frac{P}{\varepsilon_0}\,\frac{2L}{d+2L}.$$

The minus sign shows that the field opposes the polarization: it is the depolarizing field. Its size relative to $P/\varepsilon_0$ is small when $d\gg2L$, which is the thick-film condition used above. The field can still matter for the film itself: at $d=100$ nm it is about 250 kV/cm, enough to affect the stability of the polarization in many ferroelectrics. For $L\to0$ the screening is perfect and the field vanishes.

## Comparison of the estimate with the solution

The scaling estimate and the solution have the same form, and the missing factor is one if "depth" means the distance over which $\phi$ falls by a factor $e$. Another picture of the charge gives another factor. Spread the screening charge evenly over a slab of thickness $d_s$, with density $-P/d_s$. Poisson's equation, with zero field and potential at $x=d_s$, gives

$$\phi=\frac{P(d_s-x)^2}{2\varepsilon_0d_s},\qquad \text{average over the slab}=\frac{Pd_s}{6\varepsilon_0}.$$

Requiring $e^2g$ times this average times $d_s$ to equal $P$ gives $d_s=\sqrt6\,L\approx0.14$ nm. The surface potential is $Pd_s/2\varepsilon_0$, which exceeds the exact linear result by the factor $\sqrt6/2\approx1.22$. The slab is inconsistent in detail, because its density is uniform while its potential is not. It still gives the drop to about 22%.

The differential equation was also solved numerically without linearizing the electron density, using the free-electron form given below. For a small surface charge of $0.1\ \mu\mathrm{C/cm^2}$, the potential between $x=L$ and $x=3L$ decays with a length of 0.0554 nm, in agreement with the formula.

## How far the result can be trusted

The corrections need more than $g$. A free-electron gas with the same $g$ supplies the rest. Its density and Fermi energy are $n=k_F^3/3\pi^2$ and $E_F=\hbar^2k_F^2/2m$, so

$$g=\frac{dn/dk_F}{dE_F/dk_F}=\frac{k_F^2/\pi^2}{\hbar^2k_F/m}=\frac{mk_F}{\pi^2\hbar^2}=\frac{3n}{2E_F}.$$

The given $g$ fixes $k_F=13.5\ \mathrm{nm^{-1}}$, $n=8.38\times10^{28}\ \mathrm{m^{-3}}$ and $E_F=6.98$ eV.

**Large potential.** The drop corresponds to $e\phi(0)/E_F=0.179$, which is not tiny. Since $n\propto E_F^{3/2}$, the full local density change is $n[(1+u)^{3/2}-1]$ with $u=e\phi/E_F$. Multiply $\phi''=(en/\varepsilon_0)[(1+u)^{3/2}-1]$ by $\phi'$ and integrate from deep inside, where $\phi$ and $\phi'$ vanish, to the surface:

$$\frac{P^2}{2\varepsilon_0nE_F}=\frac25\left[(1+u)^{5/2}-1\right]-u=\frac34u^2\left(1+\frac u6+\dots\right).$$

Keeping only $\frac34u^2$ gives the linear value $u_0$. The next term gives $u\approx u_0(1-u_0/12)$, a reduction of about 1.5%. The full equation gives 1.23 V. If the polarization points away from the metal, electrons are depleted and the drop is $-1.27$ V. Relative to the linear result, the magnitudes change by $-1.4\%$ and $+1.6\%$.

**Temperature.** Thermal smearing averages a smooth function $G(E)$ around the chemical potential $\mu$, giving $G(\mu)+\frac{\pi^2}{6}(kT)^2G''(\mu)$ to leading order. Apply this first to the number of states below $E$, whose second derivative at $E_F$ is $g/2E_F$. Keeping the density fixed requires

$$\mu-E_F=-\frac{\pi^2}{12}\frac{(kT)^2}{E_F}.$$

Now apply it to the density of states $g\sqrt{E/E_F}$. The shift of $\mu$ and the curvature each contribute $-\frac{\pi^2}{24}(kT/E_F)^2$, so

$$\frac{\delta g}{g}=-\frac{\pi^2}{12}\left(\frac{kT}{E_F}\right)^2=-1.1\times10^{-5}$$

at 300 K, where $kT=0.0259$ eV. This is negligible.

**Short distances.** A sphere holding one electron has radius 0.142 nm, more than twice $L$. The potential therefore does not vary slowly, as the local rule assumed. For a potential $\phi_q\cos qx$, first-order perturbation theory mixes each plane wave $\mathbf k$ with $\mathbf k\pm\mathbf q$. The two admixtures contribute equally after summation over the Fermi sphere, and with two spins

$$\delta n=e\phi\;4\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\,\frac{1}{E_{\mathbf k+\mathbf q}-E_{\mathbf k}}=g\,F(s)\,e\phi,\qquad s=\frac{q}{2k_F}.$$

To evaluate it, cut the sphere into discs of area $\pi k_F^2(1-z^2)$ at $k_x=zk_F$. The energy difference is $\hbar^2(q^2+2qk_x)/2m=(\hbar^2k_F^2/2m)\,4s(s+z)$. The prefactors combine to $mk_F/\pi^2\hbar^2=g$, leaving a principal-value integral:

$$F=\frac1{4s}\int_{-1}^{1}\frac{1-z^2}{z+s}\,dz=\frac1{4s}\int_{-1}^{1}\left[s-z+\frac{1-s^2}{z+s}\right]dz=\frac12+\frac{1-s^2}{4s}\ln\left|\frac{1+s}{1-s}\right|.$$

For $s\to0$ the logarithm tends to $2s$ and $F\to1$, the Thomas-Fermi rule. At $q=1/L$, however, $F=0.835$: the electrons respond less to such rapid variation.

To turn this into a length, treat the surface as a mirror and continue $\phi$ evenly to $x<0$. Its slope then jumps by $-2P/\varepsilon_0$ at $x=0$, which acts as a sheet source. Each Fourier component obeys $(q^2+F/L^2)\phi_q=2P/\varepsilon_0$. Summing the components at $x=0$ and dividing by $P/\varepsilon_0$ gives an effective length

$$L_{\rm eff}=\frac2\pi\int_0^\infty\frac{dq}{q^2+F/L^2}.$$

It equals $L$ when $F=1$. With the actual $F$ it is 0.059 nm, 6.6% above $L$.

**Exchange and correlation.** Electrons also avoid one another, which lowers their energy by an amount that grows with density. Describe this by a local potential $v_{xc}(n)$ that is negative and deepens as $n$ rises. The equilibrium condition becomes $\delta n/g+v_{xc}'\,\delta n=e\phi$. With $b=-g\,v_{xc}'$,

$$\delta n=\frac{g\,e\phi}{1-b},\qquad L_{xc}=L\sqrt{1-b}.$$

The local-density approximation with Slater exchange and Perdew-Wang correlation, taken here as an input, gives $b=0.484$. Hence $L_{xc}=0.0554\sqrt{0.516}\ \mathrm{nm}=0.040$ nm, a reduction of 28%.

For a rapidly varying potential, the electrons respond with factor $F$ to the combined energy $e\phi+b\,\delta n/g$. Solving $\delta n=gF(e\phi+b\,\delta n/g)$ for $\delta n$ replaces $F$ by $F/(1-bF)$. The integral for $L_{\rm eff}$ then gives 0.046 nm, 17% below the Thomas-Fermi value. The weaker response at short wavelengths offsets part of the exchange-correlation effect. This figure describes the mirror model, not a real contact, because it ignores how the electron density changes near the boundary. That effect can be larger than all the corrections above. In self-consistent calculations for this electron gas, the effective length measured from the edge of the positive background is about $+0.09$ nm if a hard wall stops the electrons at that edge. It is about $-0.07$ nm if they can spill into vacuum and the field is weak. At the 22.6 V/nm found above, which pulls electrons outward, a bare surface would emit them, so this second value only shows how sensitive the length is to the boundary. A negative value means that the screening charge is centred outside the edge.

## The real case

Magnesium lies close to these parameters. Its hexagonal cell, with rough dimensions $a=0.32$ nm and $c=0.52$ nm, holds two atoms and so four valence electrons in a volume $\frac{\sqrt3}{2}a^2c$. This gives $8.67\times10^{28}\ \mathrm{m^{-3}}$ and a free-electron $g$ of $1.82\times10^{28}$ per eV per cubic metre, about 1% above the given value. The crystal potential changes the real $g$, and $L$ varies as $g^{-1/2}$. Polarizable ion cores, also left out, would lengthen $L$ but reduce the potential drop. If they give the metal a background permittivity $\varepsilon_c$, then $L$ grows as $\sqrt{\varepsilon_c}$, while the surface field falls as $1/\varepsilon_c$ and the drop as $1/\sqrt{\varepsilon_c}$.

The assumption of a clean, abrupt contact can matter more. Magnesium readily takes oxygen from many oxides, so a reaction layer is likely. If it insulates and holds no trapped charge, a layer of thickness $t$ and relative permittivity $\varepsilon_r$ carries the same displacement $P$ and adds a drop $Pt/(\varepsilon_0\varepsilon_r)$, equivalent to adding $t/\varepsilon_r$ to the screening length. For an illustrative $t=1$ nm and $\varepsilon_r=10$ this is 0.1 nm, nearly twice $L$ itself. At the full $P$, however, the field in this layer would be about 23 MV/cm, while thin oxides break down at around 10 MV/cm. Charge would leak in or the polarization would fall, so the figure shows only how sensitive the drop is to such a layer.

The model also assumes that the film stays insulating. The drop in the metal lowers the film's conduction band at the contact relative to the Fermi level. The shift is about 1.25 eV with the Thomas-Fermi length, about 2 eV with the hard-wall length, and less than 1.25 eV if electrons spill past the edge of the metal. If the barrier without polarization is smaller than this, electrons can enter the film and the model no longer applies. The calculated 0.055 nm is thus the Thomas-Fermi length of the metal, and the drop at a real electrode also depends on the interface.

## Calculated quantities

```
Density of states g: 1.8e+28 per eV per m^3
Elementary charge e: 1.602177e-19 C
Vacuum permittivity eps0: 8.854188e-12 F/m
Product e*g: 2.8839e+09 C per V per m^3
Length squared eps0/(e*g): 3.0702e-21 m^2
Thomas-Fermi length L: 0.0554 nm
Thomas-Fermi length L: 0.554 angstrom
Decay length from Poisson solution: 0.0554 nm
Ratio of counted to given g: 1.0001
Mg lattice a (rough): 0.32 nm
Mg lattice c (rough): 0.52 nm
Mg valence electron density: 8.674e+28 per m^3
Mg free-electron g: 1.821e+28 per eV per m^3
Polarization (rough): 20 uC/cm2
Field at metal surface: 225.9 MV/cm
Linear potential drop: 1.252 V
Model Fermi wavevector: 13.54 per nm
Model electron density: 8.378e+28 per m^3
Model Fermi energy: 6.982 eV
Radius of one-electron sphere: 0.1418 nm
Drop / Fermi energy, linear: 0.179
Nonlinear drop, positive charge: 1.234 V
Nonlinear drop, negative charge: -1.272 V
Change of drop, positive: -1.41 %
Change of drop, negative: +1.59 %
Temperature: 300 K
Thermal energy kT: 0.02585 eV
Relative thermal change of g: -1.13e-05
Relative thermal change of L: 5.64e-06
Lindhard factor at q = 1/L: 0.835
Length with finite wavelength: 0.0591 nm
Change by finite wavelength: +6.6 %
Exchange-only fraction: 0.444
Exchange-correlation fraction: 0.484
Length with exchange-correlation: 0.0398 nm
Change by exchange-correlation: -28.2 %
Length with both corrections: 0.0462 nm
Change by both corrections: -16.7 %
```
